**Retrograde solubility maximum from an ideal melt and a dilute crystal**

The program tests the solidus $x_S=k_me^{-Hu}(1-e^{-Lu})$, with $u=1/(k_BT)-1/(k_BT_m)$, and its maximum at $1/T^*=1/T_m+(k_B/L)\ln(1+L/H)$. Here $x_S$ is the dopant fraction in the crystal, $L$ the heat of fusion of silicon, $H$ the heat of transfer of a dopant atom from melt to crystal, and $k_m$ the distribution coefficient at the melting point $T_m$. It asserts that common tangents to the Gibbs energies reproduce the solidus and liquidus at four temperatures to within 0.3%, and the position of the maximum to within 1 K. Further assertions cover the eutectic, the solubility below it, the threshold in $H$, the curvature at the maximum and the liquid fraction rejected on cooling. The regular-solution solidus is compared with common tangents, and the hole correction with a numerical solution of charge neutrality. For rough aluminium-like parameters the output places the maximum at 1460 K and $2.02\times10^{19}$ cm⁻³, above a model eutectic at 903 K. Liquid non-ideality alone shifts it by −88 K and holes alone by +44 K; with both included it lies at 1467 K and $1.84\times10^{19}$ cm⁻³.

## Numerical check

```python
# Retrograde solubility of a dopant in silicon: ideal melt, dilute crystal.
# Claim: x_S = k_m exp(-H u) [1 - exp(-L u)],  u = 1/(kB T) - 1/(kB Tm),
# peaks at 1/T* = 1/Tm + (kB/L) ln(1 + L/H), where x_L = L/(L+H), and the peak
# lies above the eutectic Te only if H > L/(exp(L u_e) - 1).
# L: heat of fusion of Si, H: heat of transfer of a dopant atom melt -> crystal,
# k_m: distribution coefficient at Tm, x_S and x_L: dopant mole fractions.
# Energies are in eV per atom, temperatures in K, densities in cm^-3.
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import brentq, minimize, minimize_scalar

KB = k_joule / charge
L, H, KM, TM = 0.52, 0.70, 2.0e-3, 1687.0
SITES = 5.0e22
L_D, T_D = 0.11, 933.0          # fusion of the pure dopant (aluminium, rough)


def u_of(T):
    return 1 / (KB * T) - 1 / (KB * TM)


def si_in_melt(T):
    return np.exp(-L * u_of(T))


def k_dist(T, heat=H):
    return KM * np.exp(-heat * u_of(T))


def solidus(T, heat=H):
    return k_dist(T, heat) * (1 - si_in_melt(T))


def balance(T):
    a = si_in_melt(T)
    return H * (1 - a) - L * a


def fusion_gibbs(T, dcp=0.0):
    return L * (1 - T / TM) + dcp * ((T - TM) - T * np.log(T / TM))


# ---- Gibbs energies per atom as functions of z = ln(x/(1-x)) ----
S_TRANSFER = H / TM + KB * np.log(KM)


def mix_parts(z):
    ln_x, ln_si = -np.logaddexp(0, -z), -np.logaddexp(0, z)
    return np.exp(ln_x), np.exp(ln_si), ln_x, ln_si


def gibbs_solid(z, T, omega=0.0):
    x, s, ln_x, ln_s = mix_parts(z)
    return KB * T * (x * ln_x + s * ln_s) + x * (H - T * S_TRANSFER + omega)


def gibbs_liquid(z, T, omega=0.0):
    x, s, ln_x, ln_s = mix_parts(z)
    return (KB * T * (x * ln_x + s * ln_s) + s * fusion_gibbs(T)
            + omega * x * s)


def lowest(gibbs, slope, T, omega=0.0):
    r = minimize_scalar(lambda z: gibbs(z, T, omega) - slope * mix_parts(z)[0],
                        bounds=(-16, 16), method="bounded",
                        options={"xatol": 1e-9})
    return r.fun, mix_parts(r.x)[0]


def common_tangent(T, omega=0.0):
    gap = lambda m: (lowest(gibbs_liquid, m, T, omega)[0]
                     - lowest(gibbs_solid, m, T, omega)[0])
    m = brentq(gap, -1, 1, xtol=1e-13)
    return (lowest(gibbs_solid, m, T, omega)[1],
            lowest(gibbs_liquid, m, T, omega)[1])


# ---- solidus and liquidus against the common tangent ----
worst = 0.0
for T in (1000.0, 1200.0, 1450.0, 1600.0):
    xs, xl = common_tangent(T)
    worst = max(worst, abs(xs / solidus(T) - 1),
                abs(xl / (1 - si_in_melt(T)) - 1))
# the dilute formula leaves out relative terms of order k_m
assert worst < 1.5 * KM

# ---- eutectic of the model, tested with three phases ----
def dopant_activity(T):
    return np.exp(-L_D / KB * (1 / T - 1 / T_D))


TE = brentq(lambda T: si_in_melt(T) + dopant_activity(T) - 1, 600, T_D - 1e-6)


def melt_above_two_solids(T):
    g_dopant = -L_D * (1 - T / T_D)
    m = brentq(lambda s: lowest(gibbs_solid, s, T)[0] - g_dopant + s,
               -0.5, 0.5, xtol=1e-14)
    base, xs = lowest(gibbs_solid, m, T)
    return lowest(gibbs_liquid, m, T)[0] - base, xs


assert melt_above_two_solids(TE - 3)[0] > 0 > melt_above_two_solids(TE + 3)[0]
for T in (700.0, 800.0):
    xs = melt_above_two_solids(T)[1]
    assert abs(xs / (k_dist(T) * dopant_activity(T)) - 1) < 1e-3
assert melt_above_two_solids(700.0)[1] < melt_above_two_solids(800.0)[1]

# ---- locate the maximum by bisection ----
low, high, history = TE, TM, []
assert balance(low) > 0 > balance(high)
while high - low > 0.01:
    mid = (low + high) / 2
    history.append((mid, balance(mid)))
    if balance(mid) > 0:
        low = mid
    else:
        high = mid
T_BIS = (low + high) / 2
T_PEAK = 1 / (1 / TM + KB / L * np.log(1 + L / H))
X_PEAK = solidus(T_PEAK)
assert abs(T_BIS - T_PEAK) < 0.01
assert abs(1 - si_in_melt(T_BIS) - L / (L + H)) < 1e-4
tangent_peak = minimize_scalar(lambda T: -np.log(common_tangent(T)[0]),
                               bounds=(TE + 5, TM - 5), method="bounded",
                               options={"xatol": 0.01}).x
# the tangent keeps the silicon activity of the solid: a shift below 1 K
assert abs(tangent_peak - T_PEAK) < 1.0

# ---- threshold for a maximum above the eutectic ----
H_C = L / (np.exp(L * u_of(TE)) - 1)
scan = np.linspace(TE, TM, 4001)
for heat in (-0.1, 0.0, 0.8 * H_C):
    assert np.argmax(solidus(scan, heat)) == 0
for heat in (1.2 * H_C, H):
    assert 0 < np.argmax(solidus(scan, heat)) < 4000

# ---- flatness of the maximum ----
def ln_x_of_u(u):
    return np.log(solidus(1 / (KB * (u + 1 / (KB * TM)))))


u_star, h = u_of(T_PEAK), 1e-3
second = (ln_x_of_u(u_star + h) - 2 * ln_x_of_u(u_star)
          + ln_x_of_u(u_star - h)) / h**2
assert abs(second / (-H * (H + L)) - 1) < 1e-4
drop = lambda T: solidus(T) / X_PEAK - 0.95
T_LEFT, T_RIGHT = brentq(drop, TE, T_PEAK), brentq(drop, T_PEAK, TM - 1e-6)
half_width = KB * T_PEAK**2 * np.sqrt(-2 * np.log(0.95) / (H * (H + L)))
assert abs((T_RIGHT - T_LEFT) / 2 / half_width - 1) < 0.05

# ---- liquid rejected when the saturated crystal is cooled ----
T_COOL = 1200.0
xs_c, xl_c = solidus(T_COOL), 1 - si_in_melt(T_COOL)
liquid_part = (X_PEAK - xs_c) / (xl_c - xs_c)


def total_gibbs(v):
    xs, xl = mix_parts(v[0])[0], mix_parts(v[1])[0]
    if not xs < X_PEAK < xl:
        return 1e6
    f = (X_PEAK - xs) / (xl - xs)
    return 1e4 * ((1 - f) * gibbs_solid(v[0], T_COOL)
                  + f * gibbs_liquid(v[1], T_COOL))


best = minimize(total_gibbs, [np.log(X_PEAK / 2), 0.0], method="Nelder-Mead",
                options={"xatol": 1e-8, "fatol": 1e-14, "maxiter": 2000})
xs_b, xl_b = (mix_parts(z)[0] for z in best.x)
assert abs((X_PEAK - xs_b) / (xl_b - xs_b) / liquid_part - 1) < 3e-3

# ---- neglected effects ----
def peak_of(density, t_low):
    grid = np.linspace(t_low, TM - 0.5, 300)
    i = int(np.argmax([density(T) for T in grid]))
    assert 0 < i < len(grid) - 1
    r = minimize_scalar(lambda T: -np.log(density(T)), method="bounded",
                        bounds=(grid[i - 1], grid[i + 1]),
                        options={"xatol": 1e-4})
    return r.x, density(r.x)


def full_density(T, omega=0.0, dcp=0.0):
    kt = KB * T
    g = fusion_gibbs(T, dcp) / kt
    xl = brentq(lambda x: np.log1p(-x) + omega * x * x / kt + g, 0, 1 - 1e-12)
    return SITES * k_dist(T) * xl * np.exp(omega * ((1 - xl)**2 - 1) / kt)


def solvent_density(T):
    a, k = si_in_melt(T), k_dist(T)
    return SITES * k * (1 - a) / (1 - k * a)


assert abs(common_tangent(1450.0)[0] * SITES / solvent_density(1450.0) - 1) < 1e-5
T_EU, SI_EU = 850.0, 0.12       # rough eutectic of the real alloy
OMEGA = -(KB * T_EU * np.log(SI_EU) + fusion_gibbs(T_EU)) / (1 - SI_EU)**2
for T in (1100.0, 1450.0, 1600.0):
    assert abs(common_tangent(T, OMEGA)[0] * SITES
               / full_density(T, OMEGA) - 1) < 1.5 * KM


def n_intrinsic(T):             # rough fit, extrapolated to high temperature
    return 3.9e16 * T**1.5 * np.exp(-0.605 / (KB * T))


def with_holes(n0, T):
    return n0 / np.sqrt(1 + n0 / n_intrinsic(T))


def neutrality_solution(n0, T):
    ni = n_intrinsic(T)
    holes = lambda n: n / 2 + np.sqrt(n * n / 4 + ni * ni)
    return brentq(lambda n: n * holes(n) / (n0 * ni) - 1, 1e-6 * n0, n0)


for T in (1100.0, 1450.0, 1650.0):
    n0 = SITES * solidus(T)
    assert abs(neutrality_solution(n0, T) / with_holes(n0, T) - 1) < 1e-8

N_PEAK = SITES * X_PEAK
DCP = 0.3 * KB
cases = [
    ("Si activity in solid", peak_of(solvent_density, TE)),
    ("fusion dCp = +0.3 kB", peak_of(lambda T: full_density(T, 0, DCP), TE)),
    ("fusion dCp = -0.3 kB", peak_of(lambda T: full_density(T, 0, -DCP), TE)),
    ("regular liquid", peak_of(lambda T: full_density(T, OMEGA), T_EU)),
    ("holes", peak_of(lambda T: with_holes(SITES * solidus(T), T), TE)),
    ("regular liquid + holes",
     peak_of(lambda T: with_holes(full_density(T, OMEGA), T), T_EU)),
]
T_HOLE, N_HOLE = cases[4][1]
assert T_HOLE > T_PEAK and N_HOLE < N_PEAK
p_hole = N_HOLE / 2 + np.sqrt(N_HOLE**2 / 4 + n_intrinsic(T_HOLE)**2)
NV = 3e19 * (T_HOLE / 300)**1.5
expansion = 3 * 4e-6 * (T_PEAK - 300)

# ---- output ----
print(f"inputs: L = {L:.2f} eV, H = {H:.2f} eV, k_m = {KM:.4f}, Tm = {TM:.0f} K")
print(f"inputs: sites = {SITES:.1e} cm^-3, L_D = {L_D:.2f} eV, T_D = {T_D:.0f} K")
print(f"kB = {KB:.6e} eV/K, transfer entropy = {S_TRANSFER / KB:.3f} kB")
print(f"model eutectic: Te = {TE:.1f} K, Si fraction = {si_in_melt(TE):.4f}")
print(f"threshold H_c = {H_C:.4f} eV")
print(f"F(Te) = {balance(TE):.4f} eV, F(Tm) = {balance(TM):.4f} eV")
for i, (T, value) in enumerate(history[:5], 1):
    print(f"bisection {i}: T = {T:.2f} K, F = {value:+.5f} eV")
print(f"bisection steps = {len(history)}, T = {T_BIS:.2f} K, width < 0.01 K")
print(f"closed form T* = {T_PEAK:.2f} K = {T_PEAK - 273.15:.1f} C")
print(f"u* = {u_star:.4f} 1/eV, a* = {si_in_melt(T_PEAK):.4f}, "
      f"x_L* = {1 - si_in_melt(T_PEAK):.4f}")
print(f"k(T*) = {k_dist(T_PEAK):.4e}, x_S* = {X_PEAK:.4e}, "
      f"N* = {N_PEAK:.3e} cm^-3")
print(f"peak from common tangents: T = {tangent_peak:.1f} K")
print(f"largest relative gap, formula to tangent = {worst:.1e}")
for T in (TE, 1000.0, 1200.0, 1400.0, 1500.0, 1600.0):
    print(f"T = {T:.1f} K: x_L = {1 - si_in_melt(T):.4f}, "
          f"k = {k_dist(T):.3e}, N = {SITES * solidus(T):.3e} cm^-3")
print(f"curvature of ln x_S in u: {second:.4f} eV^2")
print(f"within 5% of peak: {T_LEFT:.1f} to {T_RIGHT:.1f} K, "
      f"parabola half-width {half_width:.1f} K")
for heat in (0.60, 0.80):
    t = 1 / (1 / TM + KB / L * np.log(1 + L / heat))
    print(f"H = {heat:.2f} eV: T* = {t:.1f} K, "
          f"N* = {SITES * solidus(t, heat):.3e} cm^-3")
print(f"cooled to {T_COOL:.0f} K: supersaturation = {X_PEAK / xs_c:.3f}, "
      f"liquid atom fraction = {liquid_part:.3e}")
print(f"rough real eutectic: {T_EU:.0f} K, Si {SI_EU:.2f}; "
      f"Omega = {OMEGA:.4f} eV")
for name, (t, n) in cases:
    print(f"{name}: T = {t:.1f} K ({t - T_PEAK:+.2f} K), "
          f"N = {n:.3e} cm^-3 (x{n / N_PEAK:.4f})")
print(f"n_i(T*) = {n_intrinsic(T_PEAK):.2e} cm^-3, "
      f"p/N_v at hole-case peak = {p_hole / NV:.3f}")
print(f"volume expansion from 300 K to T* = {100 * expansion:.1f} %")
print("checks complete")
```

Output:

```
inputs: L = 0.52 eV, H = 0.70 eV, k_m = 0.0020, Tm = 1687 K
inputs: sites = 5.0e+22 cm^-3, L_D = 0.11 eV, T_D = 933 K
kB = 8.617333e-05 eV/K, transfer entropy = -1.399 kB
model eutectic: Te = 902.8 K, Si fraction = 0.0447
threshold H_c = 0.0244 eV
F(Te) = 0.6454 eV, F(Tm) = -0.5200 eV
bisection 1: T = 1294.90 K, F = +0.28698 eV
bisection 2: T = 1490.95 K, F = -0.06224 eV
bisection 3: T = 1392.93 K, F = +0.12668 eV
bisection 4: T = 1441.94 K, F = +0.03573 eV
bisection 5: T = 1466.44 K, F = -0.01239 eV
bisection steps = 17, T = 1460.22 K, width < 0.01 K
closed form T* = 1460.22 K = 1187.1 C
u* = 1.0683 1/eV, a* = 0.5738, x_L* = 0.4262
k(T*) = 9.4679e-04, x_S* = 4.0355e-04, N* = 2.018e+19 cm^-3
peak from common tangents: T = 1460.4 K
largest relative gap, formula to tangent = 1.3e-03
T = 902.8 K: x_L = 0.9553, k = 3.052e-05, N = 1.458e+18 cm^-3
T = 1000.0 K: x_L = 0.9143, k = 7.318e-05, N = 3.345e+18 cm^-3
T = 1200.0 K: x_L = 0.7658, k = 2.834e-04, N = 1.085e+19 cm^-3
T = 1400.0 K: x_L = 0.5197, k = 7.453e-04, N = 1.937e+19 cm^-3
T = 1500.0 K: x_L = 0.3598, k = 1.097e-03, N = 1.974e+19 cm^-3
T = 1600.0 K: x_L = 0.1768, k = 1.539e-03, N = 1.360e+19 cm^-3
curvature of ln x_S in u: -0.8540 eV^2
within 5% of peak: 1392.5 to 1519.4 K, parabola half-width 63.7 K
H = 0.60 eV: T* = 1436.4 K, N* = 2.260e+19 cm^-3
H = 0.80 eV: T* = 1479.8 K, N* = 1.823e+19 cm^-3
cooled to 1200 K: supersaturation = 1.860, liquid atom fraction = 2.437e-04
rough real eutectic: 850 K, Si 0.12; Omega = -0.1326 eV
Si activity in solid: T = 1460.4 K (+0.14 K), N = 2.019e+19 cm^-3 (x1.0005)
fusion dCp = +0.3 kB: T = 1460.8 K (+0.54 K), N = 2.009e+19 cm^-3 (x0.9956)
fusion dCp = -0.3 kB: T = 1459.7 K (-0.53 K), N = 2.027e+19 cm^-3 (x1.0044)
regular liquid: T = 1372.6 K (-87.63 K), N = 3.242e+19 cm^-3 (x1.6070)
holes: T = 1503.8 K (+43.56 K), N = 1.418e+19 cm^-3 (x0.7026)
regular liquid + holes: T = 1467.3 K (+7.05 K), N = 1.839e+19 cm^-3 (x0.9115)
n_i(T*) = 1.78e+19 cm^-3, p/N_v at hole-case peak = 0.088
volume expansion from 300 K to T* = 1.4 %
checks complete
```
